# Noncollinear moments without spin–orbit coupling: which directions have meaning?: test program

```python
# Result under test: without spin-orbit coupling (SOC) a noncollinear state can
# be the mean-field ground state, and a common rotation of all spins costs no
# energy; SOC makes the energy depend on the orientation of the spin plane.
# Model: triangle in the xy plane, three electrons, hopping -t, repulsion U,
# SOC hopping i*lam*sigma_z counterclockwise. gamma = one-particle density matrix,
# n = site occupations, m = site moments (Bohr magnetons, g = 2), energies in eV.
import numpy as np
from scipy.linalg import expm
from scipy.optimize import minimize_scalar
from scipy.spatial.transform import Rotation

t, U, lam = 1.0, 8.0, 0.02
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
one2, one3 = np.eye(2), np.eye(3)
h0 = np.kron(-t * (np.ones((3, 3)) - one3), one2).astype(complex)
loop = np.zeros((3, 3), dtype=complex)
for j in range(3):
    loop[(j + 1) % 3, j] += 1j * lam
    loop[j, (j + 1) % 3] -= 1j * lam
h_so = np.kron(loop, sigma[2])
rng = np.random.default_rng(7)


def site_densities(gamma):
    blocks = [gamma[2*i:2*i+2, 2*i:2*i+2] for i in range(3)]
    n = np.array([np.trace(b).real for b in blocks])
    m = np.array([[np.trace(s @ b).real for s in sigma] for b in blocks])
    return n, m


def energy(gamma, h, u=U, only_z=False):
    n, m = site_densities(gamma)
    m2 = m[:, 2]**2 if only_z else np.sum(m**2, axis=1)
    return np.trace(h @ gamma).real + u / 4 * np.sum(n**2 - m2)


def scf(h, m_start, u=U, collinear=False):
    """Self-consistent mean field; returns None if not converged."""
    n, m = np.ones(3), np.array(m_start, dtype=float)
    for _ in range(20000):
        f = h.copy()
        for i in range(3):
            f[2*i:2*i+2, 2*i:2*i+2] += u / 2 * (
                n[i] * one2 - np.tensordot(m[i], sigma, axes=1))
        orbitals = np.linalg.eigh(f)[1][:, :3]
        gamma = orbitals @ orbitals.conj().T
        n_new, m_new = site_densities(gamma)
        if collinear:
            m_new[:, :2] = 0
        change = max(np.abs(n_new - n).max(), np.abs(m_new - m).max())
        n, m = n + 0.7 * (n_new - n), m + 0.7 * (m_new - m)
        if change < 1e-10:
            return energy(gamma, h, u), gamma, orbitals
    return None


def rotate(gamma, rotvec):
    v = np.kron(one3, expm(-0.5j * np.tensordot(rotvec, sigma, axes=1)))
    return v @ gamma @ v.conj().T


def spiral(sense):
    a = sense * 2 * np.pi / 3 * np.arange(3)
    return np.column_stack([np.cos(a), np.sin(a), np.zeros(3)])


def closed_form(sense=0, u=U):
    """Energy and Delta of the 120-degree state; sense=0 means no SOC."""
    w = 3 * t - sense * np.sqrt(3) * lam
    res = minimize_scalar(
        lambda d: -d - 2*np.sqrt(w*w/4 + d*d) + 3*u/4 + 3*d*d/u,
        bounds=(0.2 * u, 0.5 * u), method='bounded', options={'xatol': 1e-10})
    return res.fun, res.x


def pair_angles(m):
    e = m / np.linalg.norm(m, axis=1)[:, None]
    return np.degrees([np.arccos(np.clip(e[i] @ e[(i+1) % 3], -1, 1))
                       for i in range(3)])


print(f"hopping t = {t:.2f} eV, repulsion U = {U:.2f} eV, SOC lambda = {lam:.3f} eV")

# Noncollinear ground state without SOC, against the closed form
e_nc, g_nc, orb_nc = scf(h0, spiral(1))
e_formula, delta = closed_form()
n_nc, m_nc = site_densities(g_nc)
moment = np.linalg.norm(m_nc[0])
assert abs(e_nc - e_formula) < 1e-8
assert abs(moment - 2 * delta / U) < 1e-6
assert np.allclose(n_nc, 1, atol=1e-8)
print(f"120-degree state: energy, self-consistent = {e_nc:.6f} eV")
print(f"120-degree state: energy, closed form     = {e_formula:.6f} eV")
print(f"Delta = {delta:.5f} eV, moment per site = {moment:.5f} Bohr magnetons")

# Best collinear state from many starts
collinear_runs = []
for _ in range(12):
    start = np.zeros((3, 3))
    start[:, 2] = rng.uniform(-1, 1, 3)
    collinear_runs.append(scf(h0, start, collinear=True))
for signs in ([1, 1, -1], [1, 1, 1]):
    start = np.zeros((3, 3))
    start[:, 2] = signs
    collinear_runs.append(scf(h0, start, collinear=True))
collinear_runs = [r for r in collinear_runs if r is not None]
assert len(collinear_runs) >= 3
e_col, g_col, _ = min(collinear_runs, key=lambda r: r[0])
m_col = site_densities(g_col)[1]
assert np.abs(m_col[:, :2]).max() < 1e-7
assert e_nc < e_col - 1e-3
print(f"best collinear state: energy = {e_col:.6f} eV")
print("best collinear state: m_z by site =",
      np.array2string(m_col[:, 2], precision=4), "Bohr magnetons")
print(f"noncollinear gain without SOC = {1000*(e_col-e_nc):.3f} meV")

# Large-U energies explain the preference for 120 degrees
u_big = 100.0
c_nc = scf(h0, spiral(1), u=u_big)[0] * u_big / t**2
c_col = scf(h0, [[0, 0, 1], [0, 0, 1], [0, 0, -1]], u=u_big,
            collinear=True)[0] * u_big / t**2
assert abs(c_nc + 4.5) < 0.02 and abs(c_col + 4.0) < 0.02
print(f"U = {u_big:.0f} eV: E*U/t^2, 120-degree = {c_nc:.4f}, collinear = {c_col:.4f}")

# Random starts: same energy and relative angles, different spin planes
tilts = []
for k in range(4):
    start = rng.normal(size=(3, 3))
    start /= np.linalg.norm(start, axis=1)[:, None]
    run = scf(h0, start)
    assert run is not None
    m = site_densities(run[1])[1]
    normal = sum(np.cross(m[i], m[(i + 1) % 3]) for i in range(3))
    tilt = np.degrees(np.arccos(normal[2] / np.linalg.norm(normal)))
    angles = pair_angles(m)
    assert abs(run[0] - e_nc) < 1e-8 and np.allclose(angles, 120, atol=1e-3)
    tilts.append(tilt)
    print(f"random start {k+1}: E = {run[0]:.6f} eV, mean pair angle = "
          f"{angles.mean():.3f} deg, plane normal to z = {tilt:.2f} deg")
assert np.ptp(tilts) > 5

# Rotation invariance for arbitrary, nonstationary determinants
worst = 0.0
for _ in range(20):
    q = np.linalg.qr(rng.normal(size=(6, 3)) + 1j * rng.normal(size=(6, 3)))[0]
    g, vec = q @ q.conj().T, rng.normal(size=3)
    turned = rotate(g, vec)
    expected = site_densities(g)[1] @ Rotation.from_rotvec(vec).as_matrix().T
    assert np.allclose(site_densities(turned)[1], expected, atol=1e-12)
    worst = max(worst, abs(energy(turned, h0) - energy(g, h0)))
assert worst < 1e-11
print(f"largest energy change, 20 random rotations = {worst:.1e} eV")

# A functional of m_z alone violates the invariance
quarter = rotate(g_nc, [np.pi / 2, 0, 0])
false_shift = energy(quarter, h0, only_z=True) - energy(g_nc, h0, only_z=True)
assert abs(false_shift + 3 * U * moment**2 / 8) < 1e-7
print(f"false shift of m_z-only functional, 90-deg tilt = {false_shift:.5f} eV")

# SOC: frozen spin pattern tilted about x
amplitude = 3*np.sqrt(3)*t*lam / (2*np.sqrt(9*t*t/4 + delta**2))
print(f"orientation amplitude A, formula = {1000*amplitude:.4f} meV")
for beta in (0, 45, 90, 135, 180):
    tilted = rotate(g_nc, [np.radians(beta), 0, 0])
    shift = energy(tilted, h0 + h_so) - e_nc
    assert abs(shift - amplitude * np.cos(np.radians(beta))) < 1e-7
    print(f"with SOC, frozen pattern, tilt {beta:3d} deg: E shift = {1000*shift:.4f} meV")
spun = rotate(g_nc, [0, 0, 0.8])
assert abs(energy(spun, h0 + h_so) - energy(g_nc, h0 + h_so)) < 1e-11

# SOC included self-consistently for both turning senses
e_soc = {}
for sense in (1, -1):
    e_soc[sense] = scf(h0 + h_so, spiral(sense))[0]
    assert abs(e_soc[sense] - closed_form(sense)[0]) < 1e-8
    name = "counterclockwise" if sense == 1 else "clockwise"
    print(f"with SOC, self-consistent, {name}: E = {e_soc[sense]:.6f} eV")
e_reverse = scf(h0, spiral(-1))[0]
assert abs(e_reverse - e_nc) < 1e-8
assert e_soc[1] - e_soc[-1] > 1e-3
print(f"sense splitting: with SOC = {1000*(e_soc[1]-e_soc[-1]):.4f} meV, "
      f"without = {1000*abs(e_reverse-e_nc):.4f} meV")

# Many-electron Hamiltonian in the full 64-dimensional Fock space
lower, parity = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])
annihilate = []
for a in range(6):
    op = np.eye(1)
    for b in range(6):
        op = np.kron(op, parity if b < a else lower if b == a else one2)
    annihilate.append(op)
create = [c.T for c in annihilate]


def lift(h):
    return sum(h[a, b] * create[a] @ annihilate[b]
               for a in range(6) for b in range(6) if h[a, b] != 0)


number = [create[a] @ annihilate[a] for a in range(6)]
repulsion = U * sum(number[2*i] @ number[2*i+1] for i in range(3))
H0, H1 = lift(h0) + repulsion, lift(h0 + h_so) + repulsion
spin = [lift(np.kron(one3, s / 2)) for s in sigma]


def commutator_norm(a, b):
    return np.linalg.norm(a @ b - b @ a)


assert max(commutator_norm(H0, s) for s in spin) < 1e-11
assert commutator_norm(H1, spin[0]) > 1e-3
assert commutator_norm(H1, spin[2]) < 1e-11
state = np.zeros(64, dtype=complex)
state[0] = 1
for k in range(3):
    state = sum(orb_nc[a, k] * create[a] for a in range(6)) @ state
assert abs(np.vdot(state, H0 @ state).real - e_nc) < 1e-9
three = np.where(np.isclose(np.diag(sum(number)), 3))[0]
e_exact = np.linalg.eigvalsh(H0[np.ix_(three, three)])[0]
assert e_exact < e_nc
print(f"many-electron ground energy of the model, no SOC = {e_exact:.6f} eV")
print(f"correlation energy missed by mean field = {e_exact-e_nc:.6f} eV")
print(f"norm of [H,S_x]: without SOC = {commutator_norm(H0, spin[0]):.1e} eV, "
      f"with SOC = {commutator_norm(H1, spin[0]):.4f} eV")
print("PASS")
```

Output:

```
hopping t = 1.00 eV, repulsion U = 8.00 eV, SOC lambda = 0.020 eV
120-degree state: energy, self-consistent = -0.555757 eV
120-degree state: energy, closed form     = -0.555757 eV
Delta = 3.81507 eV, moment per site = 0.95377 Bohr magnetons
best collinear state: energy = -0.502880 eV
best collinear state: m_z by site = [ 0.9352 -0.9676 -0.9676] Bohr magnetons
noncollinear gain without SOC = 52.877 meV
U = 100 eV: E*U/t^2, 120-degree = -4.4997, collinear = -4.0002
random start 1: E = -0.555757 eV, mean pair angle = 120.000 deg, plane normal to z = 63.03 deg
random start 2: E = -0.555757 eV, mean pair angle = 120.000 deg, plane normal to z = 70.97 deg
random start 3: E = -0.555757 eV, mean pair angle = 120.000 deg, plane normal to z = 68.32 deg
random start 4: E = -0.555757 eV, mean pair angle = 120.000 deg, plane normal to z = 44.02 deg
largest energy change, 20 random rotations = 2.7e-15 eV
false shift of m_z-only functional, 90-deg tilt = -2.72901 eV
orientation amplitude A, formula = 12.6755 meV
with SOC, frozen pattern, tilt   0 deg: E shift = 12.6755 meV
with SOC, frozen pattern, tilt  45 deg: E shift = 8.9630 meV
with SOC, frozen pattern, tilt  90 deg: E shift = -0.0000 meV
with SOC, frozen pattern, tilt 135 deg: E shift = -8.9630 meV
with SOC, frozen pattern, tilt 180 deg: E shift = -12.6755 meV
with SOC, self-consistent, counterclockwise: E = -0.543151 eV
with SOC, self-consistent, clockwise: E = -0.568502 eV
sense splitting: with SOC = 25.3510 meV, without = 0.0000 meV
many-electron ground energy of the model, no SOC = -0.716635 eV
correlation energy missed by mean field = -0.160878 eV
norm of [H,S_x]: without SOC = 0.0e+00 eV, with SOC = 0.2771 eV
PASS
```
